# Cross-plane heat conduction in a film between black phonon walls: test program

```python
"""Cross-plane heat conduction through a film between black phonon walls.

Result under test: kappa_eff/kappa = 1/(1 + 4*Lambda/(3*L)), obtained by
matching a diffusive interior to the walls through the half-range energy flux.
L: thickness; Lambda: free path; kappa = C*v*Lambda/3: bulk conductivity;
C: heat capacity per volume; v: phonon speed; mu: direction cosine.
Temperatures are energies (k_B*T). Depth t = x/Lambda, film depth tau = L/Lambda.
Q is the heat flux divided by its ballistic value C*v*(hot - cold)/4.
The formula is compared with numerical solutions of the gray kinetic equation.
"""
import numpy as np
import sympy as sy
import scipy.sparse as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_toeplitz
from scipy.sparse.linalg import spsolve
from scipy.special import expn


def ratio_formula(tau):
    return 1.0 / (1.0 + 4.0 / (3.0 * tau))


def flux_integral_equation(tau, cells):
    """Q from the integral equation with cell-averaged temperatures."""
    h = tau / cells
    e3 = expn(3, h * np.arange(cells + 1))
    column = np.empty(cells)
    column[0] = 0.5 - e3[1]
    column[1:] = -0.5 * (e3[:-2] - 2.0 * e3[1:-1] + e3[2:])
    source = 0.5 * (e3[:-1] - e3[1:])
    temperature = solve_toeplitz(column, source)
    escape = 2.0 * (e3[:-1] - e3[1:])[::-1]
    return 2.0 * e3[-1] + escape @ temperature


def flux_extrapolated(tau):
    """Remove the leading error, quadratic in the cell width."""
    coarse = flux_integral_equation(tau, 600)
    fine = flux_integral_equation(tau, 1200)
    return (4.0 * fine - coarse) / 3.0


def solve_directions(tau, cells, half=8):
    """Kinetic equation on discrete directions, hot wall 1, cold wall 0."""
    nodes, weights = np.polynomial.legendre.leggauss(half)
    positive = 0.5 * (nodes + 1.0)
    mu = np.concatenate([positive, -positive])
    mean_weight = np.concatenate([weights, weights]) / 4.0
    n = 2 * half
    h = tau / cells
    shape = (cells, cells + 1)
    difference = sp.diags([-1.0, 1.0], [0, 1], shape=shape)
    average = sp.diags([0.5, 0.5], [0, 1], shape=shape)
    collision = np.eye(n) - np.outer(np.ones(n), mean_weight)
    interior = (sp.kron(difference, sp.diags(mu)) / h
                + sp.kron(average, sp.csr_matrix(collision)))
    identity = sp.identity((cells + 1) * n, format="csr")
    matrix = sp.vstack([identity[:half], interior, identity[-half:]])
    rhs = np.zeros((cells + 1) * n)
    rhs[:half] = 1.0
    field = spsolve(matrix.tocsc(), rhs).reshape(cells + 1, n)
    temperature = field @ mean_weight
    flux = 4.0 * field @ (mean_weight * mu)
    mid = cells // 2
    slope = (temperature[mid - 1] - temperature[mid + 1]) / (2.0 * h)
    fourier = slope / (0.75 * flux[mid])  # kappa*|slope|/q at the midplane
    return flux[mid], temperature[0], fourier


# Symbolic matching at both walls, starting from the kinetic equation.
x, m, a, s = sy.symbols("x mu a s", real=True)
hot, cold = sy.symbols("hot cold", real=True)
C, v, lam, L = sy.symbols("C v Lambda L", positive=True)
dist = a - s * x + lam * m * s
mean = sy.integrate(dist, (m, -1, 1)) / 2
assert sy.simplify(m * sy.diff(dist, x) + (dist - mean) / lam) == 0
flux_sym = sy.simplify(C * v / 2 * sy.integrate(m * dist, (m, -1, 1)))
kappa_sym = sy.simplify(flux_sym / s)
assert sy.simplify(kappa_sym - C * v * lam / 3) == 0
wall_hot = sy.integrate(sy.expand(m * (hot - dist.subs(x, 0))), (m, 0, 1))
wall_cold = sy.integrate(sy.expand(m * (cold - dist.subs(x, L))), (m, -1, 0))
matched = sy.solve([wall_hot, wall_cold], [a, s], dict=True)[0]
ratio_sym = flux_sym.subs(matched) * L / ((hot - cold) * kappa_sym)
assert sy.simplify(ratio_sym - 1 / (1 + 4 * lam / (3 * L))) == 0
jump_sym = sy.simplify((hot - matched[a]) / (lam * matched[s]))
assert jump_sym == sy.Rational(2, 3)

# Jump coefficients when another moment mu**p is matched at the wall.
coefficients = []
for p in range(3):
    wall = sy.integrate(sy.expand(m**p * (hot - dist.subs(x, 0))), (m, 0, 1))
    a_wall = sy.solve(wall, a)[0]
    coefficients.append(float(sy.simplify((hot - a_wall) / (lam * s))))
    assert abs(coefficients[p] - (p + 1) / (p + 2)) < 1e-12

# Formula against the integral equation, from ballistic to diffusive films.
depths = [0.001, 0.1, 0.5, 0.7, 1.0, 2.0, 5.0, 12.0]
rows = []
for tau in depths:
    Q = flux_extrapolated(tau)
    numeric = 0.75 * tau * Q
    error = ratio_formula(tau) / numeric - 1.0
    coefficient = 0.5 * tau * (1.0 / numeric - 1.0)
    rows.append((tau, ratio_formula(tau), numeric, 100 * error, coefficient, Q))
    assert 0.0 < error < 0.04

# Hopf constant by quadrature; its integrand tends to 1/5 at the origin.
start = 0.02
integral = quad(lambda u: 3 / u**2 - 1 / (1 - u / np.tan(u)),
                start, np.pi / 2)[0] + 0.2 * start
hopf = 6 / np.pi**2 + integral / np.pi
assert abs(rows[-1][4] - hopf) < 5e-4
assert all(2 / 3 - 1e-4 < row[4] < hopf + 5e-4 for row in rows)

# Ballistic limit selects flux matching; first-order loss differs from formula.
thin = rows[0]
ballistic_fluxes = [2.0 / (3.0 * c) for c in coefficients]
misses = [abs(value - thin[5]) for value in ballistic_fluxes]
assert misses[1] < 2e-3 and min(misses[0], misses[2]) > 0.05
loss_numeric = (1.0 - thin[5]) / thin[0]
loss_formula = (1.0 - ratio_formula(thin[0]) / (0.75 * thin[0])) / thin[0]
assert abs(loss_numeric - 1.0) < 0.02
assert abs(loss_formula - 0.75) < 0.002

# Fourier's law far from the walls of a thick film.
Q_thick, _, fourier_thick = solve_directions(12.0, 400)
assert abs(fourier_thick - 1.0) < 2e-3
assert abs(Q_thick / rows[-1][5] - 1.0) < 1e-3

# Worked example with round model parameters.
heat_capacity = 0.1      # C/k_B, 1/angstrom^3
speed = 0.03             # hbar*v, eV angstrom
free_path = 500.0        # angstrom
thickness = 1000.0       # angstrom
drop = 1.0e-4            # hot minus cold, eV
tau = thickness / free_path
kappa = heat_capacity * speed * free_path / 3.0
ratio = ratio_formula(tau)
kappa_eff = ratio * kappa
flux = kappa_eff * drop / thickness
gradient = flux / kappa
jump = 2.0 * flux / (heat_capacity * speed)
interior_drop = gradient * thickness
assert abs(2 * jump + interior_drop - drop) < 1e-12 * drop
Q_film, wall_temperature, fourier_film = solve_directions(tau, 200)
Q_integral = flux_extrapolated(tau)
assert abs(Q_film / Q_integral - 1.0) < 5e-4
ratio_num = 0.75 * tau * Q_integral
kappa_num = ratio_num * kappa
flux_num = kappa_num * drop / thickness
wall_drop_num = (1.0 - wall_temperature) * drop
to_si = const.e / const.angstrom * const.k / const.hbar
flux_si = const.e**2 / const.angstrom**2 / const.hbar
C_si = heat_capacity * const.k / const.angstrom**3
v_si = speed * const.e * const.angstrom / const.hbar
kappa_si = C_si * v_si * free_path * const.angstrom / 3.0
assert abs(kappa * to_si / kappa_si - 1.0) < 1e-12

print("MODEL FILM")
print(f"heat capacity C/k_B = {heat_capacity:.3f} 1/angstrom^3")
print(f"speed hbar*v = {speed:.3f} eV angstrom")
print(f"free path = {free_path:.1f} angstrom")
print(f"thickness = {thickness:.1f} angstrom")
print(f"wall temperature difference = {drop:.6f} eV")
print(f"thickness / free path = {tau:.3f} (no unit)")
print(f"added length 4*Lambda/3 = {4 * free_path / 3:.2f} angstrom")
print(f"bulk hbar*kappa/k_B = {kappa:.4f} eV/angstrom")
print(f"ratio, formula = {ratio:.5f} (no unit)")
print(f"ratio, kinetic solution = {ratio_num:.5f} (no unit)")
print(f"formula error = {100 * (ratio / ratio_num - 1):.2f} percent")
print(f"effective, formula = {kappa_eff:.5f} eV/angstrom")
print(f"effective, kinetic = {kappa_num:.5f} eV/angstrom")
print(f"bulk converted = {kappa * to_si:.2f} W/(m K)")
print(f"effective, formula, converted = {kappa_eff * to_si:.2f} W/(m K)")
print(f"effective, kinetic, converted = {kappa_num * to_si:.2f} W/(m K)")
print(f"hbar*flux, formula = {flux:.4e} eV^2/angstrom^2")
print(f"hbar*flux, kinetic = {flux_num:.4e} eV^2/angstrom^2")
print(f"flux, formula, converted = {flux * flux_si:.4e} W/m^2")
print(f"matched gradient = {gradient:.4e} eV/angstrom")
print(f"matched jump at each wall = {jump:.4e} eV")
print(f"matched interior drop = {interior_drop:.4e} eV")
print(f"kinetic mean-temperature jump at wall = {wall_drop_num:.4e} eV")
print(f"kappa*|gradient|/flux, midplane = {fourier_film:.5f} (no unit)")
print(f"same, film of 12 free paths = {fourier_thick:.5f} (no unit)")
print("TABLE (no units except error in percent)")
print("L/Lambda  formula   kinetic   error%   jump coefficient")
for row in rows:
    print(f"{row[0]:7.3f} {row[1]:10.6f} {row[2]:9.6f}"
          f" {row[3]:7.3f} {row[4]:9.5f}")
print("WALL MATCHING (no units)")
for p, c in enumerate(coefficients):
    print(f"weight mu^{p}: jump coefficient {c:.5f},"
          f" ballistic Q {ballistic_fluxes[p]:.5f}")
print(f"kinetic Q at L/Lambda = 0.001: {thin[5]:.6f}")
print(f"(1-Q)*Lambda/L there, kinetic = {loss_numeric:.4f}")
print(f"(1-Q)*Lambda/L there, formula = {loss_formula:.4f}")
print(f"thick-film jump coefficient, Hopf = {hopf:.5f}")
print("PASS")
```

Printed output:

```
MODEL FILM
heat capacity C/k_B = 0.100 1/angstrom^3
speed hbar*v = 0.030 eV angstrom
free path = 500.0 angstrom
thickness = 1000.0 angstrom
wall temperature difference = 0.000100 eV
thickness / free path = 2.000 (no unit)
added length 4*Lambda/3 = 666.67 angstrom
bulk hbar*kappa/k_B = 0.5000 eV/angstrom
ratio, formula = 0.60000 (no unit)
ratio, kinetic solution = 0.58509 (no unit)
formula error = 2.55 percent
effective, formula = 0.30000 eV/angstrom
effective, kinetic = 0.29255 eV/angstrom
bulk converted = 104.88 W/(m K)
effective, formula, converted = 62.93 W/(m K)
effective, kinetic, converted = 61.36 W/(m K)
hbar*flux, formula = 3.0000e-08 eV^2/angstrom^2
hbar*flux, kinetic = 2.9255e-08 eV^2/angstrom^2
flux, formula, converted = 7.3024e+08 W/m^2
matched gradient = 6.0000e-08 eV/angstrom
matched jump at each wall = 2.0000e-05 eV
matched interior drop = 6.0000e-05 eV
kinetic mean-temperature jump at wall = 1.6921e-05 eV
kappa*|gradient|/flux, midplane = 1.04066 (no unit)
same, film of 12 free paths = 1.00004 (no unit)
TABLE (no units except error in percent)
L/Lambda  formula   kinetic   error%   jump coefficient
  0.001   0.000749  0.000749   0.025   0.66683
  0.100   0.069767  0.068678   1.587   0.67804
  0.500   0.272727  0.264063   3.281   0.69674
  0.700   0.344262  0.333049   3.367   0.70090
  1.000   0.428571  0.415054   3.257   0.70466
  2.000   0.600000  0.585090   2.548   0.70914
  5.000   0.789474  0.778715   1.382   0.71042
 12.000   0.900000  0.894128   0.657   0.71045
WALL MATCHING (no units)
weight mu^0: jump coefficient 0.50000, ballistic Q 1.33333
weight mu^1: jump coefficient 0.66667, ballistic Q 1.00000
weight mu^2: jump coefficient 0.75000, ballistic Q 0.88889
kinetic Q at L/Lambda = 0.001: 0.999004
(1-Q)*Lambda/L there, kinetic = 0.9961
(1-Q)*Lambda/L there, formula = 0.7494
thick-film jump coefficient, Hopf = 0.71045
PASS
```
